The paraelectric–ferroelectric interface at sixth-order phase coexistence, derived two ways

**I. Scaling, and the interface from the equation of equilibrium**

Dimensions fix the energy of the interface up to a pure number. Suppose that a paraelectric phase with polarization zero and a ferroelectric phase with polarization P0 have equal free energy, and that a flat interface separates them. Suppose also that three constants describe the problem: P0 itself, a coefficient c that multiplies P⁶/6 in the free energy per volume, and a coefficient g that multiplies (dP/dx)²/2. It is shown below that coexistence removes every other constant. Take energy E, length L and polarization Π as independent units. This is allowed because no electrostatic constant enters when the interface carries no bound charge. Both cP⁶ and g(dP/dx)² are energies per volume, so

[c] = E L⁻³ Π⁻⁶,  [g] = E L⁻¹ Π⁻².

The interface energy σ is an energy per area, E L⁻². Try σ ∝ g^α c^β P0^γ and match the powers of each unit:

energy: α + β = 1
length: −α − 3β = −2
polarization: −2α − 6β + γ = 0.

Adding the first two lines gives −2β = −1, so β = 1/2 and α = 1/2. The third line then gives γ = 1 + 3 = 4. A length ℓ ∝ g^α c^β P0^γ needs α + β = 0 and −α − 3β = 1, hence β = −1/2, α = 1/2 and γ = 1 − 3 = −2. The answer must therefore have the form

P(x) = P0 φ(x/ℓ),  ℓ = √(g/c)/P0²,  σ = N P0⁴ √(gc),  (1)

with a function φ and a number N that contain no material constant. Dimensions cannot supply φ and N. The derivations below give N = 1/(4√3).

**The free energy and its assumptions.** Let x be the distance along the normal of the interface, and let P be the one nonzero component of the polarization, directed along z, in the plane of the interface. P depends on x alone, so the bound charge density −∂P/∂z vanishes and no depolarizing field arises. No field is applied. The free energy per volume of a uniform state is

f(P) = aP²/2 − bP⁴/4 + cP⁶/6,  a, b, c > 0.  (2)

The negative quartic term makes the transition discontinuous, and the positive sextic term keeps the energy bounded from below. The coefficients belong to a crystal free of stress, so each phase is taken to have its own relaxed strain. The energy per area of a profile P(x) is

F = ∫ [ f(P) + (g/2)(P′)² ] dx,  g > 0,  (3)

where the prime on P means d/dx and the integral runs over all x. The prime on f, and later on W, means d/dP. The gradient term is the leading one for slow variation. This is mean-field theory: one smooth profile stands for the state, and thermal fluctuations about it are left out.

**What coexistence fixes.** The paraelectric state has f(0) = 0. Coexistence requires a second minimum at P0 with the same value, so f(P0) = 0 and f′(P0) = 0. Dividing the first condition by P0² and the second by P0 gives

a/2 − bP0²/4 + cP0⁴/6 = 0,  (4)
a − bP0² + cP0⁴ = 0.  (5)

Subtract (4) from one half of (5). The terms in a cancel and leave

−bP0²/2 + bP0²/4 + cP0⁴/2 − cP0⁴/6 = 0,

that is, −bP0²/4 + cP0⁴/3 = 0. Hence

b = 4cP0²/3,  a = bP0² − cP0⁴ = cP0⁴/3.  (6)

Solved the other way, P0² = 3b/(4c) and a = (c/3)(9b²/16c²) = 3b²/(16c). For given b and c, coexistence thus selects a single value of a, which in practice means a single temperature. Putting (6) into (2) gives

f = (c/6)(P0⁴P² − 2P0²P⁴ + P⁶) = (c/6) P² (P² − P0²)².  (7)

The free energy is a positive constant times a square. It is never negative, and it vanishes at P = 0 and P = ±P0. The constants a and b have gone, as the dimensional argument required.

Two properties of (7) are needed later. The first is the curvature f″ = a − 3bP² + 5cP⁴. At P = 0 it equals a. At P0 it equals cP0⁴(1/3 − 4 + 5) = 4cP0⁴/3 = 4a, so the ferroelectric minimum is four times as stiff as the paraelectric one. The second is the barrier. With u = P², the derivative of u(u − P0²)² with respect to u is (u − P0²)(3u − P0²), which vanishes between the minima at u = P0²/3. There

f_barrier = (c/6)(P0²/3)(2P0²/3)² = 2cP0⁶/81 = 2aP0²/27,  (8)

where the last form uses cP0⁴ = 3a.

**The equation of equilibrium.** Let P change by a small δP(x) that vanishes far away. To first order,

δF = ∫ [ f′(P) δP + gP′ δP′ ] dx.

Integrating the second term by parts gives −∫ gP″ δP dx, because the boundary term contains δP at the far ends. The profile is stationary if the factor of δP vanishes at every x:

gP″ = f′(P).  (9)

Multiply by P′. The left side becomes the derivative of gP′²/2 and the right side becomes the derivative of f(P(x)), so

gP′²/2 − f(P) = constant.  (10)

Far from the interface the profile is uniform and P′ → 0. The constant is therefore −f of the left phase, and equally −f of the right phase. The two agree only if both phases have the same free energy, so within this model a static interface between two uniform phases requires coexistence. Here both values are zero, the constant is zero, and

gP′²/2 = f(P).  (11)

**The sign of the slope.** Take the paraelectric phase on the left, P → 0 as x → −∞, and the ferroelectric phase on the right, P → P0 as x → +∞. Taking the root of (11) leaves a sign to be settled. If the profile reached 0 or P0 at a finite x, (11) would give P′ = 0 there. The constant state with the same value and the same zero slope also solves (9), and a solution of (9) is fixed by its value and slope at one point. The profile would then be constant everywhere, which contradicts the end states. So P stays strictly between 0 and P0, f stays positive, and P′ never vanishes. Since P rises from left to right overall, P′ is positive throughout. From (7) and (11),

P′ = √(2f/g) = √(c/(3g)) P (P0² − P²).  (12)

**Integration.** Write s = √(c/(3g)) and u = P². Then u′ = 2PP′, and (12) becomes

u′ = 2s u (P0² − u).

This is the logistic equation. Separate the variables and use

1/[u(P0² − u)] = (1/P0²) [ 1/u + 1/(P0² − u) ].

The integral of the bracket is ln u − ln(P0² − u), where the minus sign comes from the inner derivative of P0² − u. Therefore

ln[ u/(P0² − u) ] = 2sP0² (x − x0).

The constant x0 is the position of the interface. It is free, because shifting the whole profile costs nothing. Choosing x0 = 0 puts the origin where u = P0²/2, that is, where P = P0/√2. Define

k = sP0² = P0² √(c/(3g)) = √(a/g),  (13)

where the last form uses a = cP0⁴/3. Then u = (P0² − u) exp(2kx), so u[1 + exp(2kx)] = P0² exp(2kx). Dividing by exp(2kx) and taking the positive root of u gives

P(x) = P0/√(1 + exp(−2kx)).  (14)

The inverse length k is set by the coefficients and is not adjustable. Since k = 1/(√3 ℓ), the result has the form (1).

Equation (14) can be put back into (9) directly. With p = P/P0, (12) reads P′ = kP(1 − p²). Differentiating once more gives P″ = k(1 − 3p²)P′ = k²P(1 − 3p²)(1 − p²) = k²P(1 − 4p² + 3p⁴). From (6), bP0² = 4a and cP0⁴ = 3a, so f′ = aP(1 − 4p² + 3p⁴). The two sides of (9) agree because gk² = a.

**The energy.** By (11) the gradient energy and the bulk energy are equal at every point. Their sum is gP′², and since P rises steadily, P can replace x as the variable of integration:

σ = ∫ gP′² dx = ∫ gP′ dP, with P from 0 to P0.

In (12) the prefactor becomes g√(c/(3g)) = √(gc/3), and so

σ = √(gc/3) ∫ P(P0² − P²) dP = √(gc/3) (P0⁴/2 − P0⁴/4) = (P0⁴/4) √(gc/3).  (15)

This is the number N = 1/(4√3) in (1). Since P0²√(c/3) = √a, an equivalent form is

σ = P0² √(ag)/4 = aP0²/(4k).  (16)

Comparison with (8) gives σ = (27/8) f_barrier/k. The interface costs as much as a layer of thickness 27/(8k) held at the top of the barrier.

**The shape.** The profile is not symmetric. Far to the left the exponential in (14) dominates the 1, and P ≈ P0 exp(kx). Far to the right the root can be expanded, and P0 − P ≈ (P0/2) exp(−2kx). The ferroelectric side settles twice as fast. The curvatures explain this: a small deviation η from a uniform phase obeys gη″ = f″η, so its decay rate is √(f″/g), which is √(a/g) = k on the left and √(4a/g) = 2k on the right.

The slope is greatest where P″ = 0, that is, at P² = P0²/3, the polarization of the barrier top. There 1 + exp(−2kx) = 3, so

x_steep = −ln 2/(2k).  (17)

The energy density gP′² has its maximum at the same place, which lies on the paraelectric side of the point P = P0/√2. For the width, solve (14) for the exponential: exp(−2kx) = P0²/P² − 1. This is 99 at P = 0.1 P0 and 1/0.81 − 1 = 0.2346 at P = 0.9 P0. The distance between these points is

w = ln(99/0.2346)/(2k) = 3.02/k.  (18)

**The limit of a continuous transition.** Let b tend to zero with c and g fixed, and keep the system at coexistence. Then P0² = 3b/(4c) vanishes in proportion to b, and a = 3b²/(16c) in proportion to b². By (13) the width grows as 1/b, and by (16) the energy falls as b². The two phases become alike and the interface between them fades. A simple measure of thermal fluctuations compares k_BT, with k_B the Boltzmann constant and T the temperature, with the energy σ/k² of a patch of interface with side 1/k. The ratio k_BT k²/σ does not grow in this limit, because k² and σ both fall as b².

**Slightly off coexistence.** Let a change by a small Δa, with b, c and g fixed. The paraelectric energy stays zero. The ferroelectric energy changes by ΔaP0²/2 to first order. The accompanying shift of the minimum contributes only at second order, because f′(P0) = 0. Equation (10) now forbids a static interface. If the polarization relaxes with a friction coefficient Γ, then

Γ ∂P/∂t = gP″ − f′(P).

For a profile that moves rigidly at speed v, ∂P/∂t = −vP′. Multiply by P′ and integrate over x. The term in gP″P′ integrates to zero, and what remains is −Γv ∫P′² dx = −(f_right − f_left). At leading order the static profile may be used in the integral, where ∫P′² dx = σ/g by (15). Hence

v = g ΔaP0²/(2Γσ).  (19)

Warming makes Δa positive, and the interface moves to the right, into the ferroelectric. Cooling reverses the motion. The formula holds for |Δa| much smaller than a and for purely frictional motion without pinning, at a fixed and uniform temperature. In a real crystal the moving interface also releases or absorbs latent heat, and the flow of that heat can limit the speed instead.

**II. The interface from a completed square, and what each derivation assumes**

The polarization P lies in the plane of the interface and depends on the normal coordinate x. The energy per area is F = ∫[f + (g/2)P′²]dx. At coexistence the free energy per volume is f = (c/6)P²(P² − P0²)², with zeros at the paraelectric value 0 and the ferroelectric value P0, and with a = cP0⁴/3 as the coefficient of P²/2. Part I solved the equation of equilibrium and found P = P0/√(1 + exp(−2kx)) with k = √(a/g), and σ = (P0⁴/4)√(gc/3) = P0²√(ag)/4. The second derivation obtains the energy first and the profile afterwards, and it does not use the equation of equilibrium.

**The energy as a lower bound.** Because f is a constant times a square, it can be written through the derivative of a polynomial W(P). Define

W(P) = √(gc/3) (P0²P²/2 − P⁴/4),  W′(P) = √(gc/3) P(P0² − P²).  (20)

Then W′² = (gc/3)P²(P0² − P²)² = 2gf, so f = W′²/(2g) for every P, including values outside the interval from 0 to P0. The integrand of F becomes

gP′²/2 + W′²/(2g) = (gP′ − W′)²/(2g) + P′W′.  (21)

To see this, expand the square: it gives g²P′² − 2gP′W′ + W′², and after division by 2g the middle term is −P′W′, which the last term of (21) cancels. That last term is the derivative of W(P(x)) with respect to x. Its integral depends on the end states alone:

F = W(P0) − W(0) + (1/2g) ∫ (gP′ − W′)² dx.  (22)

The integral is never negative, so every profile that joins the two phases satisfies

F ≥ W(P0) − W(0) = √(gc/3)(P0⁴/2 − P0⁴/4) = (P0⁴/4)√(gc/3).  (23)

This is the energy (15), found before any profile is known. It holds for profiles that overshoot P0, dip below zero or rise unevenly, since none of these was excluded.

**The profile that reaches the bound.** Equality in (23) requires the square in (22) to vanish everywhere:

gP′ = W′(P), or P′ = √(c/(3g)) P(P0² − P²).  (24)

This first-order equation can be made linear. For P > 0 let q = 1/P². Then

q′ = −2P′/P³ = −2√(c/(3g)) (P0² − P²)/P² = −2√(c/(3g)) (P0²q − 1).

With k = P0²√(c/(3g)) this is q′ = −2k(q − 1/P0²), and its solution is

1/P² = 1/P0² + C exp(−2kx).  (25)

The constant C decides which solution is meant. For C = 0 the state is the uniform ferroelectric. For C < 0 the right side reaches zero at a finite x, where P diverges, so the solution does not extend over all x. For C > 0 the polarization runs from 0 to P0, as required. Changing the positive value of C shifts the profile along x, and C = 1/P0² puts P = P0/√2 at the origin. Equation (25) then gives

P = P0/√(1 + exp(−2kx)),

in agreement with (14). Replacing x by −x gives the interface with the ferroelectric on the left, and replacing P by −P gives the opposite polarization. Both leave F unchanged, so both have the energy σ.

**How sharply the energy selects the profile.** Stretch the correct profile by a factor λ, replacing P(x) by P(x/λ). The bulk energy is multiplied by λ, since the interface is wider. The gradient energy is multiplied by 1/λ, since the squared slope falls by λ² while the width grows by λ. Both parts equal σ/2 at λ = 1, so

F(λ) = (σ/2)(λ + 1/λ).  (26)

The minimum lies at λ = 1. An error of 20 % in the width, λ = 1.2, raises the energy by only 1.7 %. In this family of profiles, a good energy is therefore weak evidence for a good width.

The completed square also settles stability. Add a small disturbance η(x) to the profile. Since gP′ − W′ vanishes for the profile itself, to first order it becomes gη′ − W″η, and by (22) the energy rises by

(1/2g) ∫ (gη′ − W″η)² dx ≥ 0  (27)

at second order. It fails to rise only if gη′ = W″η. Differentiating (24) with respect to x gives gP″ = W″P′, so η = P′ satisfies this condition, and every other solution of the first-order equation is a multiple of it. Such a disturbance is a shift of the whole interface. All others cost energy.

**What each derivation assumes.** The derivations share the energy (3), the flat geometry, the single polarization component and the mean-field treatment. They differ in what they demand and in what they prove.

The first derivation starts from stationarity. It needs a profile with a second derivative, and it finds the static profiles with the given end states. It does not show that the solution is a minimum, because a stationary point could also be a saddle. Its strength is that (9) and (10) hold for any f. It therefore shows why unequal phases cannot be joined by a static interface, and it leads to the drift speed (19).

The second derivation needs only a first derivative and a finite energy, and it proves that no profile with the same end states has a lower energy. Its price is that f must be nonnegative and must vanish at both end states. Off coexistence this fails. On the cold side the ferroelectric has f < 0, and no real W exists there. On the warm side it has f > 0, so W′ does not vanish there, and a profile that obeys gP′ = W′ cannot settle at the ferroelectric value.

They also respond differently to a second polarization component. If each component has the same gradient coefficient g, each obeys an equation of the form (9). Multiplying each by its own slope and adding gives one relation between the total squared slope and f. This single relation no longer determines the path through the plane of the two components, so the remaining equations must be solved as well. The second derivation would need a function W of both components whose squared gradient equals 2gf. In one dimension an integral supplies W, whereas in two it must be found from a differential equation. Formula (15) therefore applies when the polarization keeps to one axis throughout the interface.

**A worked example.** The parameters are round numbers: P0 = 20 µC/cm², a Curie constant C_W = 1.5 × 10⁵ K, coexistence at 390 K, which lies 10 K above the Curie–Weiss temperature, and g = 1.0 × 10⁻¹⁰ J m³/C². In the arithmetic, 1 µC/cm² is 10⁻² C/m². The Curie–Weiss law gives

a = (10 K)/(ε0C_W) = 10/(8.854 × 10⁻¹² × 1.5 × 10⁵) = 7.53 × 10⁶ J m/C².

Equation (6) then fixes the other two coefficients: b = 4a/P0² = 7.53 × 10⁸ J m⁵/C⁴ and c = 3a/P0⁴ = 1.41 × 10¹⁰ J m⁹/C⁶. The barrier (8) is 22.3 kJ/m³. The inverse length and the width are

k = √(7.53 × 10⁶/1.0 × 10⁻¹⁰) m⁻¹ = 0.274 nm⁻¹,
w = 3.02/k = 11.0 nm,

and the energy is

σ = (20 × 10⁻²)² √(7.53 × 10⁶ × 1.0 × 10⁻¹⁰)/4 J/m² = 0.274 mJ/m², or 1.71 meV/nm².

The steepest point lies at −1.26 nm. The polarization at five positions is:

x = −10 nm: 1.28 µC/cm²
x = −5 nm: 4.92 µC/cm²
x = 0: 14.14 µC/cm²
x = 5 nm: 19.39 µC/cm²
x = 10 nm: 19.96 µC/cm²

The same interface can be found numerically without these formulas. The energy (3) was written on a grid of spacing 1/(50k) that reaches 14/k to each side, and a ramp of two straight pieces was relaxed downhill in energy. The end values were held at 0 and P0, and the middle value at P0/√2 to fix the position. The relaxed profile differs from (14) by at most 1.1 × 10⁻⁵ of P0. Its energy is 0.274 mJ/m², of which the bulk and gradient parts are 0.137 mJ/m² each.

**Beside a real ferroelectric.** The polarization, the Curie constant and the temperatures lie in the rough regime of barium titanate near its cubic–tetragonal transition, but they are not a fit to it. The gradient coefficient is an illustrative value and the least certain input. It could be wrong by a factor of several. Both w and σ vary as √g at fixed a and P0, so a fourfold change in g doubles or halves them. One assumption that a real crystal can break strongly is that of relaxed strain. Take rough electrostrictive coefficients Q11 = 0.10 and Q12 = −0.035 m⁴/C². The free ferroelectric then differs from the cubic phase by strains Q11P0² = 0.40 % along P and Q12P0² = −0.14 % across it. Both directions lie in the interface. If the ferroelectric is held to the cubic lattice in this plane, it carries the opposite elastic strains e1 = −0.40 % and e2 = 0.14 %. With the normal direction free of stress, an isotropic solid with Young modulus Y and Poisson ratio ν stores

u_el = Y(e1² + e2² + 2νe1e2)/[2(1 − ν²)].

For rough values Y = 100 GPa and ν = 0.3 this is about 800 kJ/m³, some 36 times the barrier. If its polarization stayed at P0, a clamped ferroelectric layer only σ/u_el ≈ 0.3 nm thick would cost as much as the whole interface. The polarization would not stay there. The clamping energy grows as P⁴, and with these values it outweighs the negative quartic term in (2), so at coexistence the clamped ferroelectric is no longer a minimum of the energy. A coherent, single-domain front of this orientation is therefore not described by (15), and the value of σ above is that of the bare model, not a prediction for a phase front in the crystal.

**Other effects left out.** The orientation of P matters as much. If P were normal to the interface and no free charge were present, continuity of the electric displacement would require a field of magnitude P0/(ε0ε_b) in a ferroelectric that kept its polarization P0 beside a field-free paraelectric phase, where ε_b is the background permittivity. With a rough ε_b = 7 this is 32 MV/cm, far more than a bulk oxide crystal withstands. A small tilt θ gives a normal component P0 sin θ and an energy density P0² sin²θ/(2ε0ε_b). If P keeps its length and its direction, this equals the barrier at θ = 0.48°. For a polarization bound to one axis and no compensating charge, this energy is quadratic in P, so it adds sin²θ/(ε0ε_b) to a and lowers the coexistence temperature by C_W sin²θ/ε_b. The shift is 1.5 K at 0.48°, 6.5 K at 1° and 26 K at 2°. At 390 K a tilted interface therefore drifts into the ferroelectric, and it must be parallel to the axis to well within half a degree for the drive to be small against the barrier. At the lowered temperature, with g independent of direction, a static tilted interface exists with the same P0 and σ. A polarization that can turn toward the plane of the interface lowers this cost greatly. Give a second component Px the same f, and add rough cross terms of barium titanate, 3.2 × 10⁸ Px²Pz² + 4.5 × 10⁹ (Px²Pz⁴ + Px⁴Pz²) in SI units. The cost at 0.48° is then about 0.3 % of the barrier, and it reaches the barrier only near 10°.

The discrete lattice matters little here. Minimizing the energy again on a grid of 0.4 nm, a rough lattice step, lowers σ by 0.025 %.

Thermal fluctuations may not be small. For the chosen g, the energy σ/k² of a patch of interface with side 1/k is less than the thermal energy k_BT at 390 K, where k_B is the Boltzmann constant. The ratio k_BT k²/σ is 1.5. At fixed a and P0 it varies as g^(−3/2), so a fourfold change in g takes it to about 0.2 or 12. This estimate leaves out the electrostatic cost of undulations along P, which stiffens the interface. The side of the patch is also a matter of choice: with the width w in place of 1/k, the ratio falls from 1.5 to 0.16. The estimate suggests that the mean-field profile may need a correction, but it does not give its size.

The temperature must also be well controlled. With b, c and g fixed, one kelvin changes a by 1/(ε0C_W) and produces a driving pressure P0²/(2ε0C_W) = 15 kJ/m³, about two thirds of the barrier. The static interface belongs to coexistence itself, and an unpinned one drifts as soon as the temperature departs from it.

All numerical values are calculated from the stated model.
